# Two-point extrapolation of helium correlation energies to the basis-set limit: a program that tests the result

```python
# Result under test: if correlation energies obey E_X = E_CBS + A*X**-3, then
#   E_CBS = (Y^3 E_Y - X^3 E_X) / (Y^3 - X^3)   for two cardinal numbers X < Y.
# The angular origin of the law is tested too: the second-order energy of partial
# wave l in helium tends to -a*(l+1/2)**-4, a = (3/8) * integral of r*P(r)^4,
# where P(r) is the normalized radial 1s function (r times the radial orbital).
# Helium CCSD energies in cc-pVXZ are extrapolated and compared with a reference
# from a Hylleraas calculation minus the Hartree-Fock limit.
# Hartree atomic units throughout; mEh means 0.001 hartree.
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from mpmath import zeta
from pyscf import gto, scf, cc, fci

Z = 2.0  # nuclear charge of helium


# ---------- partial-wave energies by explicit second-order sums ----------
def radial_1s(r):
    return 2.0 * Z**1.5 * r * np.exp(-Z * r)


def wave_energy_on_grid(l, n_points, r_max=5.0):
    h = r_max / n_points
    r = h * np.arange(1, n_points + 1)
    ham = np.diag(1.0 / h**2 + l * (l + 1) / (2 * r**2) - Z / r)
    off = -0.5 / h**2 * np.ones(n_points - 1)
    ham += np.diag(off, 1) + np.diag(off, -1)
    energy, vec = np.linalg.eigh(ham)
    small = np.minimum.outer(r, r)
    large = np.maximum.outer(r, r)
    p = radial_1s(r)
    coupling = h * (small / large)**l / large * np.outer(p, p)
    w = vec.T @ coupling @ vec
    gap = energy[:, None] + energy[None, :] + Z**2  # minus 2*(-Z^2/2)
    return -np.sum(w**2 / gap) / (2 * l + 1)


def wave_energy(l):
    # the grid error is of second order in the spacing and is removed here
    return (4 * wave_energy_on_grid(l, 800) - wave_energy_on_grid(l, 400)) / 3


a_coef = 0.375 * quad(lambda r: r * radial_1s(r)**4, 0, 20, limit=200)[0]
print(f"partial-wave coefficient a = {a_coef:.6f} hartree")
waves = [2, 4, 6, 8, 10]
ratio = []
for l in waves:
    e_l = wave_energy(l)
    ratio.append(-e_l * (l + 0.5)**4 / a_coef)
    print(f"l={l}: E_l = {1e3*e_l:.5f} mEh, E_l/(-a(l+1/2)^-4) = {ratio[-1]:.4f}")
assert all(x < y for x, y in zip(ratio, ratio[1:]))
assert abs(ratio[-1] - 1) < 0.02
q8, q10 = 8.5**2, 10.5**2
limit_ratio = (q10 * ratio[-1] - q8 * ratio[-2]) / (q10 - q8)
print(f"ratio extrapolated to infinite l = {limit_ratio:.4f}")
assert abs(limit_ratio - 1) < 0.01

# ---------- sum over the missing waves l >= X ----------
for X in (2, 3, 4, 5):
    tail = float(zeta(4, X + 0.5))
    integral_tail = X**-3 / 3
    deviation = 1 - tail / integral_tail
    print(f"X={X}: missing-wave sum {tail:.6f}, X^-3/3 = {integral_tail:.6f}")
    assert 0 < deviation < 0.5 / X**2


# ---------- reference energy: Hylleraas expansion ----------
# functions s^i t^(2j) u^k exp(-alpha s), s=r1+r2, t=r1-r2, u=r12
def hylleraas(max_order, alpha=1.9):
    def integral(m):
        a, b, c = m
        n = a + b + c + 3
        return math.gamma(n) / (2 * alpha)**n / ((b + 1) * (b + c + 2))

    def bracket(f, g, weight):
        total = 0.0
        for cf, mf_ in f:
            for cg, mg in g:
                for cw, mw in weight:
                    powers = [x + y + z for x, y, z in zip(mf_, mg, mw)]
                    total += cf * cg * cw * integral(powers)
        return total

    functions = []
    for i in range(max_order + 1):
        for j in range(max_order // 2 + 1):
            for k in range(max_order + 1):
                if i + 2 * j + k > max_order:
                    continue
                b = 2 * j
                f = [(1.0, (i, b, k))]
                fs = [(-alpha, (i, b, k))]
                if i:
                    fs.append((float(i), (i - 1, b, k)))
                ft = [(float(b), (i, b - 1, k))] if b else []
                fu = [(float(k), (i, b, k - 1))] if k else []
                functions.append((f, fs, ft, fu))
    volume = [(1.0, (2, 0, 1)), (-1.0, (0, 2, 1))]
    cross_su = [(1.0, (1, 0, 2)), (-1.0, (1, 2, 0))]
    cross_tu = [(1.0, (2, 1, 0)), (-1.0, (0, 1, 2))]
    potential = [(-4 * Z, (1, 0, 1)), (1.0, (2, 0, 0)), (-1.0, (0, 2, 0))]
    n = len(functions)
    H, S = np.zeros((n, n)), np.zeros((n, n))
    for p in range(n):
        f, fs, ft, fu = functions[p]
        for q in range(p + 1):
            g, gs, gt, gu = functions[q]
            value = bracket(fs, gs, volume) + bracket(ft, gt, volume)
            value += bracket(fu, gu, volume)
            value += bracket(fs, gu, cross_su) + bracket(fu, gs, cross_su)
            value += bracket(ft, gu, cross_tu) + bracket(fu, gt, cross_tu)
            value += bracket(f, g, potential)
            H[p, q] = H[q, p] = value
            S[p, q] = S[q, p] = bracket(f, g, volume)
    scale = 1 / np.sqrt(np.diag(S))
    outer = np.outer(scale, scale)
    return eigh(H * outer, S * outer, eigvals_only=True)[0], n


e_small, n_small = hylleraas(4)
e_exact, n_large = hylleraas(5)
print(f"Hylleraas energy, {n_small} functions = {e_small:.6f} hartree")
print(f"Hylleraas energy, {n_large} functions = {e_exact:.6f} hartree")
assert 0 < e_small - e_exact < 2e-5


# ---------- Hartree-Fock and CCSD ----------
def run_hf(basis):
    mol = gto.M(atom="He 0 0 0", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mol, mf


def run_ccsd(mf):
    solver = cc.CCSD(mf)
    solver.conv_tol = 1e-10
    solver.conv_tol_normt = 1e-7
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    return solver.e_corr


def even_tempered(l, first, factor, count):
    return [[l, [first * factor**k, 1.0]] for k in range(count)]


_, mf_limit = run_hf({"He": even_tempered(0, 0.08, 2.2, 18)})
hf_limit = mf_limit.e_tot
exact_corr = e_exact - hf_limit
print(f"Hartree-Fock limit = {hf_limit:.6f} hartree")
print(f"reference correlation energy = {exact_corr:.5f} hartree")
assert abs(exact_corr - (-0.04204)) < 1e-5  # the value quoted in the exercise

names = {2: "cc-pvdz", 3: "cc-pvtz", 4: "cc-pvqz", 5: "cc-pv5z"}
corr, hf_error, error = {}, {}, {}
for X, name in names.items():
    mol, mf = run_hf(name)
    l_max = max(mol.bas_angular(i) for i in range(mol.nbas))
    assert l_max == X - 1
    corr[X] = run_ccsd(mf)
    hf_error[X] = mf.e_tot - hf_limit
    error[X] = corr[X] - exact_corr
    print(f"X={X} {name}: {mol.nao_nr()} functions, highest l = {l_max}")
    print(f"  E_HF = {mf.e_tot:.6f}, E_corr(CCSD) = {corr[X]:.6f} hartree")
    print(f"  errors: HF {1e3*hf_error[X]:.2f}, corr {1e3*error[X]:.2f} mEh")
    if X == 3:
        e_fci = fci.FCI(mf).kernel()[0]
        difference = abs(e_fci - mf.e_tot - corr[X])
        assert difference < 1e-6
        print(f"  full CI correlation energy = {e_fci - mf.e_tot:.6f} hartree")

# nearly complete radial sets for l = 0, 1, 2: what remains is mostly angular
spd = (even_tempered(0, 0.1, 2.5, 12) + even_tempered(1, 0.25, 2.3, 8)
       + even_tempered(2, 0.5, 2.3, 7))
_, mf_spd = run_hf({"He": spd})
spd_error = run_ccsd(mf_spd) - exact_corr
print(f"corr error, nearly saturated s,p,d basis = {1e3*spd_error:.2f} mEh")
assert 0 < spd_error < 0.5 * error[3]

# ---------- two-point extrapolation ----------
cbs, slope = {}, {}
for X, Y in ((2, 3), (3, 4), (4, 5)):
    cbs[X, Y] = (Y**3 * corr[Y] - X**3 * corr[X]) / (Y**3 - X**3)
    slope[X, Y] = (corr[X] - corr[Y]) / (X**-3 - Y**-3)
    solved = np.linalg.solve([[1, X**-3], [1, Y**-3]], [corr[X], corr[Y]])
    assert np.allclose(solved, [cbs[X, Y], slope[X, Y]], rtol=0, atol=1e-11)
    left = cbs[X, Y] - exact_corr
    exponent = math.log(error[X] / error[Y]) / math.log(Y / X)
    hf_exponent = math.log(hf_error[X] / hf_error[Y]) / math.log(Y / X)
    assert (exponent > 3) == (left < 0)
    assert hf_exponent > 3
    assert abs(left) < 0.5 * abs(error[Y])
    print(f"pair ({X},{Y}): E_CBS = {cbs[X, Y]:.6f}, A = {slope[X, Y]:.4f} hartree")
    print(f"  error of E_CBS = {1e3*left:.2f} mEh")
    print(f"  local exponents: corr {exponent:.2f}, HF {hf_exponent:.2f}")

# the fit to X = 3, 4 must predict the unseen energy at X = 5
predicted = cbs[3, 4] + slope[3, 4] / 5**3
print(f"X=5 energy predicted from the pair (3,4) = {predicted:.6f} hartree")
assert abs(predicted - corr[5]) < 0.1 * abs(corr[5] - corr[4])

to_kj = constants.value("Hartree energy") * constants.N_A / 1e3
print(f"1 hartree = {to_kj:.3f} kJ/mol")
print(f"E_CBS from (4,5) = {cbs[4, 5]*to_kj:.2f} kJ/mol")
print(f"reference correlation energy = {exact_corr*to_kj:.2f} kJ/mol")
print(f"error of E_CBS from (4,5) = {(cbs[4, 5]-exact_corr)*to_kj:.2f} kJ/mol")
print(f"error of raw X=5 energy = {error[5]*to_kj:.2f} kJ/mol")
print("checks complete")
```

Printed output:

```
partial-wave coefficient a = 0.175781 hartree
l=2: E_l = -3.90613 mEh, E_l/(-a(l+1/2)^-4) = 0.8680
l=4: E_l = -0.40610 mEh, E_l/(-a(l+1/2)^-4) = 0.9473
l=6: E_l = -0.09579 mEh, E_l/(-a(l+1/2)^-4) = 0.9727
l=8: E_l = -0.03312 mEh, E_l/(-a(l+1/2)^-4) = 0.9835
l=10: E_l = -0.01430 mEh, E_l/(-a(l+1/2)^-4) = 0.9890
ratio extrapolated to infinite l = 0.9993
X=2: missing-wave sum 0.037318, X^-3/3 = 0.041667
X=3: missing-wave sum 0.011718, X^-3/3 = 0.012346
X=4: missing-wave sum 0.005054, X^-3/3 = 0.005208
X=5: missing-wave sum 0.002615, X^-3/3 = 0.002667
Hylleraas energy, 22 functions = -2.903709 hartree
Hylleraas energy, 34 functions = -2.903719 hartree
Hartree-Fock limit = -2.861680 hartree
reference correlation energy = -0.04204 hartree
X=2 cc-pvdz: 5 functions, highest l = 1
  E_HF = -2.855160, E_corr(CCSD) = -0.032434 hartree
  errors: HF 6.52, corr 9.60 mEh
X=3 cc-pvtz: 14 functions, highest l = 2
  E_HF = -2.861153, E_corr(CCSD) = -0.039079 hartree
  errors: HF 0.53, corr 2.96 mEh
  full CI correlation energy = -0.039079 hartree
X=4 cc-pvqz: 30 functions, highest l = 3
  E_HF = -2.861514, E_corr(CCSD) = -0.040897 hartree
  errors: HF 0.17, corr 1.14 mEh
X=5 cc-pv5z: 55 functions, highest l = 4
  E_HF = -2.861625, E_corr(CCSD) = -0.041527 hartree
  errors: HF 0.05, corr 0.51 mEh
corr error, nearly saturated s,p,d basis = 0.97 mEh
pair (2,3): E_CBS = -0.041876, A = 0.0755 hartree
  error of E_CBS = 0.16 mEh
  local exponents: corr 2.90, HF 6.21
pair (3,4): E_CBS = -0.042223, A = 0.0849 hartree
  error of E_CBS = -0.18 mEh
  local exponents: corr 3.31, HF 4.02
pair (4,5): E_CBS = -0.042188, A = 0.0827 hartree
  error of E_CBS = -0.15 mEh
  local exponents: corr 3.60, HF 4.94
X=5 energy predicted from the pair (3,4) = -0.041544 hartree
1 hartree = 2625.500 kJ/mol
E_CBS from (4,5) = -110.77 kJ/mol
reference correlation energy = -110.37 kJ/mol
error of E_CBS from (4,5) = -0.39 kJ/mol
error of raw X=5 energy = 1.34 kJ/mol
checks complete
```
